Stripe-domain energy with grounded electrodes behind dielectric gaps, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Harmonic impedances and the electrostatic energy

**A single harmonic of charge**

Take a plane carrying the sheet charge σ cos kx. Above it lies an isotropic dielectric of relative permittivity ε_g and thickness t, and above that a grounded metal. Let ζ be the height above the charged plane. In the dielectric the potential is Φ(ζ) cos kx, and Laplace's equation gives

Φ″ = k²Φ, with Φ(t) = 0.

The solution with value A at the plane is

Φ(ζ) = A sinh[k(t − ζ)]/sinh(kt).   (1)

The normal displacement that enters the dielectric at ζ = 0 has the amplitude

D = −ε0 ε_g Φ′(0) = ε0 ε_g k coth(kt) A.   (2)

Two reciprocal quantities can be formed from this. The admittance is charge per potential, and the impedance is potential per charge:

Y_ext = D/A = ε0 ε_g k coth(kt),
Z_ext = A/D = tanh(kt)/(ε0 ε_g k).   (3)

Both limits can be seen without calculation. If kt is large, the field has died out before it reaches the metal, and Z_ext is the value 1/(ε0 ε_g k) of an unbounded dielectric. If kt is small, the field lines run straight across, and Z_ext = t/(ε0 ε_g), as for a parallel-plate capacitor. A nearby grounded metal therefore lowers the potential that a given charge produces. The factor coth(kt), which exceeds one, multiplies the admittance; the impedance acquires tanh(kt).

An impedance with the factor coth(kt) belongs to a different boundary. Suppose that no normal displacement crosses the outer surface, so that Φ′(t) = 0. Then Φ = A cosh[k(t − ζ)]/cosh(kt), the admittance is ε0 ε_g k tanh(kt), and the impedance is coth(kt)/(ε0 ε_g k). That is the opposite of grounding.

**The film and the assumptions**

A ferroelectric film fills |z| < d/2. Gaps of thickness t and permittivity ε_g lie on both sides, and ideal metals at zero potential begin at |z| = d/2 + t. The following is assumed.

(a) The spontaneous polarization points along z and has fixed magnitude P. It is +P in up domains and −P in down domains.

(b) The walls are sharp planes parallel to z, and the pattern repeats along x with period W. Polarization along z that does not vary with z has no divergence inside the film, so its bound charge sits on the two faces.

(c) The remaining response is linear. The film has relative permittivities ε_x in the plane and ε_z across it. These describe the response at fixed spontaneous polarization.

(d) There is no free charge in the film, in the gaps or on the film faces.

Denote the local spontaneous polarization by p(x) = ±P and its mean by mP, with −1 ≤ m ≤ 1. All energies F are per unit film area. Two combinations of the film permittivities will recur:

ε̄ = √(ε_x ε_z), s = √(ε_x/ε_z).   (4)

**Lemma 1 (energy).** Let φ be the potential. Under these assumptions

F = ½ ⟨p(x)[φ(x, d/2) − φ(x, −d/2)]⟩,   (5)

where ⟨ ⟩ is the average over one period.

Proof. The field in vacuum stores ½ε0E² per volume. A linear induced polarization p_i = ε0χE stores in addition p_i·χ⁻¹p_i/(2ε0) = ½ε0E·χE. With ε = 1 + χ the sum is ½ε0E·εE. The electrodes are at zero potential, so charge flowing between them requires no work from a source. Hence the energy of one period is

U = ½ ∫ ε0 E·εE dV.

The displacement is D = ε0εE + P_s, where P_s is the spontaneous polarization. Using E = −∇φ and integrating by parts,

∫ E·D dV = −∮ φ D·dA + ∫ φ ∇·D dV = 0.

The surface term vanishes on the electrodes because φ = 0 there, and it cancels between the two ends of a period. The volume term vanishes because there is no free charge. Therefore

∫ ε0 E·εE dV = −∫ E·P_s dV = ∫ p(x) ∂φ/∂z dV.

Since p does not depend on z, the integral over z gives the difference of φ between the faces. Half of the result, divided by the area of one period, is equation (5). ∎

The top face carries the charge density +p(x) and the bottom face −p(x), so (5) is the familiar half-sum of charge times potential. The internal energy of the spontaneous polarization is constant at fixed P and is left out.

**Fourier series of the charge**

Centre an up domain at x = 0. Its width is (1 + m)W/2, so it occupies |x| < b with b = (1 + m)W/4. Write

p(x)/P = m + Σ a_n cos(k_n x), k_n = 2πn/W, n = 1, 2, 3, …   (6)

The function p/P equals −1 everywhere plus 2 inside the up domain. The constant −1 contributes nothing to a_n for n ≥ 1, so

a_n = (2/W) · 2 ∫ cos(k_n x) dx over |x| < b
= (8/(W k_n)) sin(k_n b)
= (4/(πn)) sin[πn(1 + m)/2].   (7)

For equal domains m = 0. The even coefficients then vanish, and a_n² = 16/(π²n²) for odd n.

**Lemma 2 (admittance of the film).** Let the potential in the film be odd in z and have amplitude A at the top face. The displacement ε0ε_z ∂φ/∂z drawn downwards into the film is then Y_film A, with

Y_film = ε0 ε̄ k coth(ksd/2).   (8)

Proof. Inside the film Gauss's law reads

ε_z Φ″ = ε_x k² Φ, or Φ″ = (ks)²Φ.

The odd solution is

Φ(z) = A sinh(ksz)/sinh(ksd/2).

At the top face

ε0ε_z Φ′(d/2) = ε0 ε_z s k coth(ksd/2) A.

Since ε_z s = ε_z√(ε_x/ε_z) = √(ε_xε_z) = ε̄, equation (8) follows. ∎

The field of a harmonic penetrates the film to the depth 1/(ks). A large in-plane permittivity makes this depth small.

**Theorem 1.** Define

S(k) = k[ε_g coth(kt) + ε̄ coth(ksd/2)],
S(0) = ε_g/t + 2ε_z/d.   (9)

Under assumptions (a) to (d) the electrostatic energy per film area is

F = (P²/ε0) { m²/S(0) + ½ Σ a_n²/S(k_n) }.   (10)

Each exterior harmonic has the impedance tanh(k_n t)/(ε0ε_gk_n). For equal domains

F = (4P²W/(π³ε0)) Σ_odd n⁻³ / [ε_g coth(k_n t) + ε̄ coth(k_n sd/2)].   (11)

Proof. Reflection z → −z leaves the layers unchanged and reverses the two face charges. Because the solution is unique, φ is odd in z, and it is enough to treat the top face.

Let A_n be the amplitude of cos k_n x in φ at that face. Gauss's law requires the displacement ε0εE leaving the face upwards and downwards to add up to the bound charge:

(Y_ext + Y_film) A_n = P a_n.

With (3) and (8) this becomes

A_n = P a_n/(ε0 S(k_n)).   (12)

For the uniform part the potential is linear in each layer. It falls from A_0 to zero across the gap and from A_0 to zero between the top face and the mid-plane. The two displacements are ε0ε_gA_0/t and ε0ε_z·2A_0/d, and therefore

A_0 = P m/(ε0 S(0)).   (13)

Since φ is odd, (5) reduces to F = ⟨p(x)φ(x, d/2)⟩. Cosines of different order are orthogonal. The mean of cos² is ½, whereas the mean of a constant squared carries the factor one. Hence

F = P m A_0 + ½ Σ P a_n A_n,

and inserting (12) and (13) gives (10).

For m = 0 each odd term contains

½ · 16/(π²n²) · 1/k_n = (8/(π²n²)) · W/(2πn) = 4W/(π³n³),

which gives (11). ∎

**Remarks on the theorem**

The argument of the hyperbolic functions is k_n t = 2πnt/W, so it differs from one harmonic to the next. A gap that is thin for the fundamental may be thick for a high harmonic, which then does not notice the electrode.

The value S(0) is the limit of S(k) for small k. Since coth u approaches 1/u, the gap term tends to ε_g/t. The film term tends to 2ε̄/(sd), and ε̄/s = ε_z.

The exterior and the film act in parallel, because the same potential drives displacement into both. If ε̄ is much larger than ε_g coth(k_n t), the film takes most of the displacement, and the electrode changes that harmonic little.

The gap calculation did not use the other side of the film. With unequal gaps, each keeps its own coth(k_n t_i) in the admittance. The potential is then no longer odd, however, and the two faces must be solved together, so (10) does not apply.

As a test, the Poisson equation was solved on a two-dimensional grid for W = 2, d = 1 and t = 0.25 in a common length unit, with ε_g = 3, ε_x = 6 and ε_z = 2. The field energy was summed directly for m = 0 and m = 0.3. The larger deviation from (10), relative to the series, was 0.034 %.

**Corollary 1 (limits).**

(i) For distant electrodes, t → ∞, the factor coth(k_n t) tends to one, and the stripes have the energy of a film in an unbounded dielectric. If also k_1sd/2 is large, all denominators in (11) equal ε_g + ε̄. The sum over odd n is

Σ_odd n⁻³ = (1 − 2⁻³)ζ(3) = 7ζ(3)/8,

because the even terms of ζ(3) make up ζ(3)/8. Therefore

F = 7ζ(3)P²W / [2π³ε0(ε_g + ε̄)].   (14)

(ii) For a vanishing gap, t → 0 at fixed W and d,

F → P²t/(ε0ε_g).   (15)

Proof of (ii). Since u coth u ≥ 1, one has k coth(kt) ≥ 1/t and hence S ≥ ε_g/t for every harmonic. Equation (10) then gives

F ≤ (P²t/(ε0ε_g)) {m² + ½ Σ a_n²}.

The brace is the mean of (p/P)², which is one. So the right-hand side of (15) is an upper bound at any t. For each fixed n, the ratio (ε_g/t)/S(k_n) tends to one as t → 0. The ratios never exceed one, and Σ a_n² converges, so the limit may be taken term by term. ∎

Equation (15) has a direct meaning. Each gap carries the displacement P, its field is P/(ε0ε_g), and the energy density is P²/(2ε0ε_g). Two gaps of thickness t give (15), whatever the domain pattern. For the limit to be useful, two conditions must hold for the harmonics that carry most of the energy:

k_n t ≪ 1 and k_n t ε̄/ε_g ≪ 1.   (16)

The second says that the gap, and not the film, takes most of the displacement. For ε̄ > ε_g it is the stricter one. Here (16) is written for a film many penetration depths thick, with coth(k_n sd/2) near one.

The two limits differ in their dependence on the period. With distant electrodes the energy of a thick film grows in proportion to W. With grounded electrodes it cannot exceed P²t/(ε0ε_g), however wide the domains become. For a finite gap, stripes need not be favourable at all; Part II derives the condition.

## Part II. Equilibrium period, critical gap and a barium titanate plate

**Symbols and results carried over**

The film has thickness d, spontaneous polarization ±P and permittivities ε_x, ε_z, with ε̄ = √(ε_xε_z) and s = √(ε_x/ε_z). Gaps of thickness t and permittivity ε_g separate it from grounded electrodes. The stripes have period W, k_n = 2πn/W, and mean polarization mP. The electrostatic energy per film area is

F = (P²/ε0){m²/S(0) + ½Σ a_n²/S(k_n)},
S(k) = k[ε_g coth(kt) + ε̄ coth(ksd/2)], S(0) = ε_g/t + 2ε_z/d.   (17)

For equal domains, a_n² = 16/(π²n²) for odd n and zero for even n. For a single domain, m = ±1, all a_n vanish and

F_1 = P²/(ε0S(0)).   (18)

**Wall energy and the open film**

Let γ be the energy per wall area. One period contains two walls of height d, so the total energy of equal stripes is

F_tot = F + 2γd/W.   (19)

For distant electrodes and a film much thicker than the penetration depth, F = αW with α = 7ζ(3)P²/[2π³ε0(ε_g + ε̄)]. Setting the derivative α − 2γd/W² to zero gives

W² = 2γd/α = 4π³ε0(ε_g + ε̄)γd/(7ζ(3)P²).   (20)

This is Kittel's square-root law. At its minimum the electrostatic energy αW equals the wall energy 2γd/W.

At finite t the balance shifts. In equation (11) each coth grows as W grows, because k_n falls, so F/W decreases with W. This means WF′ < F. Stationarity of (19) reads WF′ = 2γd/W, and the electrostatic energy therefore exceeds the wall energy at equilibrium.

**Lemma 3 (transverse modes).** There are numbers κ_j > 0 and c_j ≥ 0, independent of k, with

1/S(k) = Σ c_j/(k² + κ_j²).   (21)

Proof. Consider the upper half of the stack, 0 < z < L = d/2 + t. Let α_z(z) be ε_z in the film and ε_g in the gap, and let α_x(z) be ε_x and ε_g. The modes u_j satisfy

−(α_z u_j′)′ = κ_j² α_x u_j, u_j(0) = u_j(L) = 0,

with u_j and α_zu_j′ continuous, and ∫α_x u_i u_j dz = δ_ij. This is a regular Sturm–Liouville problem, so the modes are complete. Multiplying by u_j and integrating gives κ_j² = ∫α_z u_j′² dz > 0.

By Part I, 1/S(k) is the value at the film face of the function Φ that obeys

−(α_zΦ′)′ + k²α_xΦ = δ(z − d/2), Φ(0) = Φ(L) = 0.

Expand Φ = Σ b_j u_j with b_j = ∫α_x u_jΦ dz. Multiply the equation by u_j and integrate by parts twice. The boundary terms vanish, and

(κ_j² + k²) b_j = u_j(d/2).

Evaluating Φ at d/2 gives (21) with c_j = u_j(d/2)². ∎

**Lemma 4 (sum over harmonics).** For equal stripes

F = (P²/ε0) Σ (c_j/κ_j²)[1 − tanh(q_j)/q_j], q_j = κ_jW/4.   (22)

Proof. By (17) and (21) one needs ½Σ a_n²/(k_n² + κ²). Let r(x) = p(x)/P = ±1, and let y be the periodic solution of −y″ + κ²y = r. Its Fourier coefficients are a_n/(k_n² + κ²), so the required sum is ⟨ry⟩. By symmetry y vanishes at the walls x = ±W/4. In the up domain between them

y = κ⁻²[1 − cosh(κx)/cosh(κW/4)].

The mean of cosh(κx) over this domain is sinh(q)/q with q = κW/4. Hence the mean of y is κ⁻²[1 − tanh(q)/q]. The down domain gives the same value of ry. ∎

This part has derived the electrostatic energy of the domain pattern and, for equal stripes, rewritten it as a sum over transverse modes. It remains to determine when stripes have a lower energy than a single domain, to find the critical gap, and to examine imperfect screening and a barium titanate plate.
